# Escape rate of a uniaxial macrospin from Brown's axial equation, part 2

A small magnet has moment \(\mu\), volume \(v\), anisotropy constant \(K\) and energy \(-Kv\cos^2\theta\), with no applied field. With \(x=\cos\theta\), \(\sigma=Kv/kT\) and \(B_K=2Kv/\mu\) (SI units), Lemma 1 derived from the Gilbert equation, with gyromagnetic ratio \(\gamma\) and damping \(\alpha\), that the probability density \(W\) obeys

\[
\frac{\partial W}{\partial t}=D\,\frac{\partial}{\partial x}\left[(1-x^2)\left(\frac{\partial W}{\partial x}-2\sigma xW\right)\right],\qquad -1\le x\le 1 ,
\tag{1}
\]

\[
D=\frac{\alpha\gamma kT}{(1+\alpha^2)\mu}.
\tag{3}
\]

The damping rate is \(a=2\sigma D=\alpha\gamma B_K/(1+\alpha^2)\). With \(w=e^{\sigma x^2}\) and \(W=wf\), (1) reads \(\partial f/\partial t=Lf\), where

\[
Lf=\frac{D}{w}\left[(1-x^2)wf'\right]' .
\tag{9}
\]

The eigenvalues of \(L\) are \(-\lambda_n\). The slowest nonzero rate \(\lambda_1\) has an odd mode \(\varphi\), positive and increasing on \(0<x<1\), with

\[
\varphi(x)=\frac{\lambda_1}{D}\int_0^x\frac{e^{-\sigma y^2}}{1-y^2}\int_y^1w(z)\varphi(z)\,dz\,dy .
\tag{14}
\]

Let \(S(x,t)\) be the probability that a moment started at \(x>0\) has not reached the equator by time \(t\). The mean passage time is

\[
T(x)=\frac1D\int_0^x\frac{e^{-\sigma y^2}}{1-y^2}\,F(y)\,dy ,\qquad F(y)=\int_y^1e^{\sigma z^2}dz .
\tag{11}
\]

Brackets \(\langle\cdot\rangle\) average over \(0<x<1\) with density \(w/F(0)\). For odd modes normalized by \(\langle\varphi_k^2\rangle=1\),

\[
\langle S\rangle(t)=\sum_{k\ \rm odd}c_k^2e^{-\lambda_kt},\qquad c_k=\langle\varphi_k\rangle,\qquad\sum_{k\ \rm odd}c_k^2=1 .
\tag{15}
\]

The rate is bounded by

\[
\frac1{T(1)}\le\lambda_1\le\frac1{\langle T\rangle},
\tag{13}
\]

and \(D[T(1)-\langle T\rangle]\) is at most of order \(\sqrt\sigma\). Lemma 5, on the asymptotics of \(T(1)\), has so far given

\[
DT(1)=F(0)\,B(\sigma)+O(e^{3\sigma/4}),\qquad B(\sigma)=\int_0^{1/2}\frac{e^{-\sigma y^2}}{1-y^2}dy .
\tag{17}
\]

The theorem still to be proved says that, as \(\sigma\to\infty\), the difference of the well populations \(n_+\) (\(x>0\)) and \(n_-\) (\(x<0\)), started from equilibrium in one well, decays as \(e^{-\lambda_1t}\) up to an exponentially small error, and that the one-way escape rate \(\Gamma=\lambda_1/2\) is

\[
\Gamma=\frac{2D\sigma^{3/2}}{\sqrt\pi}e^{-\sigma}\left[1+O(1/\sigma)\right]
=\frac{\alpha\gamma B_K}{1+\alpha^2}\sqrt{\frac{\sigma}{\pi}}\;e^{-\sigma}\left[1+O(1/\sigma)\right].
\tag{4}
\]

**Well integral.** Substitute \(s=1-z^2\), so that \(dz=-ds/(2\sqrt{1-s})\):

\[
F(0)=\frac{e^\sigma}{2}\int_0^1\frac{e^{-\sigma s}}{\sqrt{1-s}}\,ds .
\]

Small \(s\) dominates. The part \(s>1/2\) is at most \(e^{-\sigma/2}\int_{1/2}^1(1-s)^{-1/2}ds=\sqrt2\,e^{-\sigma/2}\). For \(s<1/2\) use

\[
\frac1{\sqrt{1-s}}=1+\frac s2+\frac{3s^2}8+O(s^3),\qquad\int_0^\infty s^ne^{-\sigma s}ds=\frac{n!}{\sigma^{n+1}} .
\]

Extending the upper limit to infinity costs an exponentially small amount. Hence

\[
F(0)=\frac{e^\sigma}{2\sigma}\left[1+\frac1{2\sigma}+\frac3{4\sigma^2}+O(\sigma^{-3})\right].
\tag{18}
\]

**Barrier integral.** For \(y\le1/2\), \(1/(1-y^2)=1+y^2+y^4+r\) with \(0\le r\le\frac43y^6\). The Gaussian integral over \(0<y<\infty\) is \(\frac12\sqrt{\pi/\sigma}\), and the corresponding means of \(y^2\) and \(y^4\) are \(1/(2\sigma)\) and \(3/(4\sigma^2)\). Again the extension of the limit costs an exponentially small amount:

\[
B(\sigma)=\frac12\sqrt{\frac\pi\sigma}\left[1+\frac1{2\sigma}+\frac3{4\sigma^2}+O(\sigma^{-3})\right].
\tag{19}
\]

**Product.** In the product of the two brackets the coefficient of \(1/\sigma\) is \(\frac12+\frac12=1\). That of \(1/\sigma^2\) is \(\frac34+\frac34+\frac14=\frac74\). Therefore

\[
T(1)=\frac{\sqrt\pi\,e^\sigma}{4D\sigma^{3/2}}\left[1+\frac1\sigma+\frac7{4\sigma^2}+O(\sigma^{-3})\right].
\tag{20}
\]

The remainder in (17) is smaller than this by a factor of order \(\sigma^{3/2}e^{-\sigma/4}\), so it does not affect the series. \(\square\)

### The slowest rate

Rewrite the bounds as

\[
1\le\lambda_1T(1)\le\frac{T(1)}{\langle T\rangle}=1+\frac{T(1)-\langle T\rangle}{\langle T\rangle}.
\]

The last fraction is at most of order \(\sqrt\sigma\cdot\sigma^{3/2}e^{-\sigma}=\sigma^2e^{-\sigma}\). Thus \(\lambda_1\) and \(1/T(1)\) have the same expansion in powers of \(1/\sigma\). Inverting (20), the coefficient of \(1/\sigma^2\) is \(1^2-\frac74=-\frac34\), so

\[
\lambda_1=\frac{4D\sigma^{3/2}}{\sqrt\pi}e^{-\sigma}\left[1-\frac1\sigma-\frac3{4\sigma^2}+O(\sigma^{-3})\right].
\tag{21}
\]

For high barriers the leading law overestimates the rate. Compared with the numerical eigenvalue, the excess is 12% at \(\sigma=10\), 5.5% at 20, 2.6% at 40 and 1.0% at 100. At \(\sigma=5\) it is 26%, so the leading formula is then only a rough estimate.

The numerical eigenvalue at \(\sigma=100\) also tests the coefficient \(7/4\) in (20). The ratio of the leading law to this eigenvalue has the same series as the bracket in (20). Removing its two lower terms and multiplying by \(\sigma^2\) leaves 1.797. Most of the difference from 1.75 comes from the next term. The third coefficient in each of the brackets (18) and (19) is \(15/8\), from \(\frac5{16}\cdot3!\) and from the Gaussian mean of \(y^6\). The product then has third coefficient \(\frac{15}8+\frac{15}8+2\cdot\frac12\cdot\frac34=\frac92\), which adds 0.045 at \(\sigma=100\).

### Lemma 6: the two-state law and the factor of two

Start with equilibrium inside the well \(x>0\) and nothing in the other. The initial density is \(w/F(0)\) for \(x>0\), or

\[
W(x,0)=\frac{w(x)}{2F(0)}\left[1+\operatorname{sgn}x\right].
\]

The constant part is the full equilibrium and never contributes to the population difference \(n_+-n_-\). The odd part stays odd and vanishes at \(x=0\) for \(t>0\), so on \(x>0\) it evolves like the survival probability \(S\). Consequently

\[
n_+(t)-n_-(t)=\langle S\rangle(t)=\sum_{k\ \rm odd}c_k^2e^{-\lambda_kt},\qquad\sum_{k\ \rm odd}c_k^2=1 .
\tag{22}
\]

It remains to show that \(c_1^2\) is close to one. Subtract the integral equation (14) at \(x\) from that at 1, and use \(\varphi(z)\le\varphi(1)\) inside the integral:

\[
\varphi(1)-\varphi(x)\le\lambda_1\varphi(1)\left[T(1)-T(x)\right].
\]

Averaging over the well gives \(\langle\varphi\rangle\ge\varphi(1)(1-\delta)\) with

\[
\delta=\lambda_1\left[T(1)-\langle T\rangle\right]=O(\sigma^2e^{-\sigma}).
\]

Also \(\langle\varphi^2\rangle\le\varphi(1)^2\). For \(\delta<1\),

\[
c_1^2=\frac{\langle\varphi\rangle^2}{\langle\varphi^2\rangle}\ge(1-\delta)^2\ge1-2\delta .
\]

Every other exponential in (22) lies between 0 and \(e^{-\lambda_1t}\). Hence, for all \(t\ge0\),

\[
0\le e^{-\lambda_1t}-\left[n_+(t)-n_-(t)\right]\le1-c_1^2\le2\delta .
\tag{23}
\]

A two-state system with equal one-way rates obeys \(dn_+/dt=-\Gamma n_++\Gamma n_-\) and the same equation with the labels exchanged. Subtraction gives

\[
\frac{d}{dt}(n_+-n_-)=-2\Gamma(n_+-n_-).
\]

Comparison with (23) gives \(\Gamma=\lambda_1/2\). \(\square\)

The factor of two has a simple reading. The rate of first reaching the equator is \(1/T(1)\approx\lambda_1\). From the equator, by symmetry, the moment settles into either well with equal probability, so half of the arrivals are escapes.

The gap to the next odd rate \(\lambda_3\) gives another bound. Put \(\varepsilon=1-\langle T\rangle/T(1)\). From (15) and the lower bound on \(\lambda_1\),

\[
1-\varepsilon\le\lambda_1\langle T\rangle\le c_1^2+(1-c_1^2)\frac{\lambda_1}{\lambda_3},
\qquad\text{so}\qquad
1-c_1^2\le\frac{\varepsilon}{1-\lambda_1/\lambda_3}.
\]

At \(\sigma=10\) this bound is \(5.2\times10^{-4}\), and the computed value of \(1-c_1^2\) is \(1.2\times10^{-4}\).

### Proof of the theorem

Lemma 1 established equation (1) and \(D\). Lemma 6 gives the population law, and half of (21) gives

\[
\Gamma=\frac{2D\sigma^{3/2}}{\sqrt\pi}e^{-\sigma}\left[1+O(1/\sigma)\right].
\]

Write \(2D\sigma^{3/2}=(2D\sigma)\sqrt\sigma\) and insert \(2D\sigma=\alpha\gamma B_K/(1+\alpha^2)\):

\[
\boxed{\;\Gamma=\frac{\alpha\gamma B_K}{1+\alpha^2}\sqrt{\frac\sigma\pi}\;e^{-\sigma}\left[1+O(1/\sigma)\right]\;}
\]

This is (4). \(\blacksquare\)

### Remarks on the prefactor

**Powers of the barrier.** The powers \(\sigma^{3/2}\) and \(\sigma^{1/2}\) describe the same rate with different quantities held fixed. If only the temperature changes, \(B_K\) is fixed and the prefactor varies as \(T^{-1/2}\). If the volume changes at fixed \(K\) and fixed magnetization \(\mu/v\), it varies as \(v^{1/2}\). If \(K\) changes at fixed \(\mu\), \(v\) and \(T\), then \(B_K\) changes too, and the prefactor varies as \(K^{3/2}\).

**Well and barrier.** At leading order \(\lambda_1=D/[F(0)B]\). The well integral supplies \(2\sigma e^{-\sigma}\) and the barrier integral supplies \(2\sqrt{\sigma/\pi}\). The square root in (4) thus comes from the quadratic barrier top. The other factor \(\sigma\) comes from the width of the well in \(x\), and combines with \(D\) to form the damping rate \(a=2\sigma D\).

**Damping.** At fixed \(\sigma\) and \(B_K\) the rate follows \(\alpha/(1+\alpha^2)\). Its derivative is \((1-\alpha^2)/(1+\alpha^2)^2\), so the maximum is at \(\alpha=1\). For small \(\alpha\) the rate is proportional to \(\alpha\), because the bath exchanges energy with the moment slowly. For large \(\alpha\) it is proportional to \(1/\alpha\), because all motion is slowed. In the axial model \(\lambda_1=D\,g(\sigma)\) has this damping dependence at any barrier; the high-barrier condition is needed only to read \(\lambda_1/2\) as an escape rate.

**A field along the axis.** Such a field keeps axial symmetry but removes the symmetry \(x\to-x\). The two escape rates then differ, and the step \(\Gamma=\lambda_1/2\) no longer applies.

### Remark on the faster modes

The separation of time scales can be seen from a formal expansion about the barrier top and the poles. Written out, the operator is

\[
\frac{Lf}{D}=(1-x^2)f''-2xf'+2\sigma x(1-x^2)f' .
\]

Near \(x=0\) its leading part is \(f''+2\sigma xf'\). Setting \(f=e^{-\sigma x^2}h\) turns this into \(e^{-\sigma x^2}(h''-2\sigma xh'-2\sigma h)\). Hermite polynomials \(h\) of degree \(n\) satisfy \(h''-2\sigma xh'=-2\sigma nh\), so the rates are \(2\sigma D(n+1)\). These modes describe density leaving the barrier top.

Near \(x=1\) put \(s=2\sigma(1-x)\). The leading part is \(4\sigma[sf''+(1-s)f']\), with derivatives now taken in \(s\). Its first non-constant eigenfunction is \(1-s\), with rate \(4\sigma D\). This is relaxation within a well, at twice the damping rate \(a\). Each well has one such mode, and in this local picture the pair can be combined into an even and an odd one.

The second nonzero rate is therefore about \(2\sigma D\) and belongs to the barrier top. The next three lie near \(4\sigma D\): one from the barrier top and two from the wells. At \(\sigma=50\) the computed ratios to these values are 0.969 for the first and 0.947 for each of the three.

First-order corrections explain the deficits.

- At the barrier top the neglected terms are \(-x^2f''-2xf'-2\sigma x^3f'\). Acting on \(e^{-\sigma x^2}\) they give \(6\sigma x^2e^{-\sigma x^2}\), with Gaussian mean 3. The rate becomes \((2\sigma-3)D\), a ratio of 0.970.
- Acting on \(xe^{-\sigma x^2}\) they give \((-2x+8\sigma x^3)e^{-\sigma x^2}\). Projection on \(x\) gives \(-2+8\sigma\cdot\frac{3/(4\sigma^2)}{1/(2\sigma)}=10\).
- At the pole the neglected terms are \(-s^2f''-2sf'+3s^2f'\) at this order. Acting on \(1-s\) they give \(2s-3s^2\). Projection on \(1-s\) with weight \(e^{-s}\) gives \(\int_0^\infty e^{-s}(2s-5s^2+3s^3)ds=2-10+18=10\).

All three upper rates thus become \((4\sigma-10)D\), a ratio of 0.950 at \(\sigma=50\). The small remaining differences are of higher order. Since the odd barrier-top mode and the odd combination of well modes have the same rate to this order, the exact odd modes can be mixtures of the two. The labels "barrier top" and "well" then count the modes but do not locate each one.

### Example: retention of a memory element

SI units are natural for a device. Take round model parameters: magnetization \(10^6\ \mathrm{A/m}\), \(K=2\times10^5\ \mathrm{J/m^3}\), \(v=1000\ \mathrm{nm^3}=10^{-24}\ \mathrm{m^3}\) and \(\alpha=0.01\). Then

\[
\mu=10^{-18}\ \mathrm{A\,m^2},\qquad Kv=2\times10^{-19}\ \mathrm J,\qquad B_K=\frac{2(2\times10^{-19})}{10^{-18}}\ \mathrm T=0.4\ \mathrm T .
\]

With the free-electron gyromagnetic ratio, \(\gamma B_K=7.04\times10^{10}\ \mathrm{s^{-1}}\).

At 300 K, \(kT=4.142\times10^{-21}\ \mathrm J\), so \(\sigma=48.29\). The prefactor is

\[
\frac{0.01\,(7.04\times10^{10})}{1.0001}\sqrt{\frac{48.29}{\pi}}\ \mathrm{s^{-1}}=2.76\times10^9\ \mathrm{s^{-1}} .
\]

Multiplication by \(e^{-\sigma}\), with the unrounded value of \(\sigma\), gives \(\Gamma=2.95\times10^{-12}\ \mathrm{s^{-1}}\). The mean one-way waiting time is \(1/\Gamma=3.4\times10^{11}\ \mathrm s\), or about \(1.1\times10^4\) years. The numerical eigenvalue gives \(\Gamma=2.89\times10^{-12}\ \mathrm{s^{-1}}\); the leading formula is 2.2% above it, as expected from \(1/\sigma\approx0.021\).

The two-state law gives the probability of finding the bit reversed after a time \(t\),

\[
P(t)=\frac12\left(1-e^{-2\Gamma t}\right).
\]

For ten years, \(t=3.156\times10^8\ \mathrm s\) and \(2\Gamma t=1.86\times10^{-3}\), so \(P=9.3\times10^{-4}\). A long mean waiting time thus still leaves about one element in a thousand reversed.

At 400 K, with \(K\) and the magnetization held fixed, \(\sigma=36.2\). The prefactor falls slightly, to \(2.39\times10^9\ \mathrm{s^{-1}}\), but \(\Gamma\) rises to \(4.5\times10^{-7}\ \mathrm{s^{-1}}\). The waiting time is \(2.2\times10^6\ \mathrm s\), or 0.07 years, and after ten years \(P=0.50\): the stored information is lost. In a real magnet \(K\) and the magnetization also change with temperature. The change of \(K\) alters the exponent directly, and the magnetization enters the prefactor through \(B_K\). For a real element whose shape is symmetric about the easy axis, \(K\) must be the total uniaxial anisotropy, including the part due to that shape. That part depends on the magnetization \(M=\mu/v\), which then affects the exponent as well; its scale \(\mu_0M^2/2\approx6.3\times10^5\ \mathrm{J/m^3}\) is larger than the \(K\) used here. A shape without that symmetry, such as a thin film magnetized in its plane, or a stray transverse field, breaks the axial symmetry, and (4) no longer holds. Small damping such as \(\alpha=0.01\) is especially sensitive to this, because precession is then much faster than relaxation, and a weak non-axial term can change the rate far more than the \(1/\sigma\) correction does. If the element is large enough to reverse non-uniformly, the macrospin barrier itself no longer applies.

The numerical output below gives the remaining digits and the comparisons used above.

## Numbers as computed

```
3D Gilbert trajectories against Brown's axial equation
sigma = 2.0, gamma*B_K*t = 15.0
alpha 0.2: <m_z> simulated 0.505 +- 0.004, axial 0.504
alpha 1.0: <m_z> simulated 0.204 +- 0.005, axial 0.198
Bounds on lambda_1/D (dimensionless)
maximum of Dawson function = 0.5410
sigma 5: 1/T(1) 0.13213628, lambda_1 0.13540633, 1/<T> 0.13700073
  D[T(1)-<T>] = 0.2687, bound 1.6885
sigma 10: 1/T(1) 0.00288101, lambda_1 0.00288217, 1/<T> 0.00288250
  D[T(1)-<T>] = 0.1792, bound 2.3720
sigma 10: finite-volume lambda_1/D = 0.002882
sigma 10: 1 - slow weight = 1.16e-04, bound 5.16e-04
sigma 50: lambda_2/(2*sigma*D) = 0.9690
sigma 50: lambda_3,4,5/(4*sigma*D) = 0.9472, 0.9473, 0.9473
lambda_1/D: numerical, leading law, leading/numerical, series
sigma   5: 0.135406, 0.170007, 1.25553, 1.27000
sigma  10: 0.00288217, 0.00323996, 1.12414, 1.11750
sigma  20: 3.94331e-7, 4.16045e-7, 1.05506, 1.05438
sigma  40: 2.36361e-15, 2.42547e-15, 1.02617, 1.02609
sigma 100: 8.31071e-41, 8.39531e-41, 1.01018, 1.01018
1/sigma^2 coefficient estimated at sigma 100 = 1.7966
Model memory element
M_s = 1.0e+06 A/m, K = 2.0e+05 J/m^3
v = 1000 nm^3, alpha = 0.01
moment = 1.00e-18 A m^2, barrier = 2.00e-19 J
B_K = 0.400 T, gamma = 1.76086e+11 rad/(s T)
gamma*B_K = 7.0434e+10 rad/s
ten years = 3.1558e+08 s
T = 300 K: kT = 4.1419e-21 J, sigma = 48.286
  D = 7.2927e+06 1/s, attempt rate = 2.7611e+09 1/s
  Gamma leading = 2.9548e-12 1/s
  Gamma numerical = 2.8926e-12 1/s
  leading/numerical = 1.0215
  1/Gamma = 3.3843e+11 s = 1.0724e+04 years
  reversed after ten years: probability 9.3160e-04
T = 400 K: kT = 5.5226e-21 J, sigma = 36.215
  D = 9.7235e+06 1/s, attempt rate = 2.3912e+09 1/s
  Gamma leading = 4.4740e-07 1/s
  Gamma numerical = 4.3477e-07 1/s
  leading/numerical = 1.0291
  1/Gamma = 2.2351e+06 s = 7.0827e-02 years
  reversed after ten years: probability 5.0000e-01
```
